# Kittel's Square-Root Law for Stripe Domains in Ferroelectric Films

## The decision: how wide must the cell be?

A phase-field or lattice-model calculation of a ferroelectric film needs a lateral cell length $L$. If the film prefers stripes of alternating polarization, each of width $w$ and parallel to a cell edge, a periodic cell can hold only whole periods, so $w=L/2m$ with integer $m$. A cell chosen without knowing $w$ imposes a domain width of its own. The width is needed beforehand, and it changes with film thickness $d$.

Two energies compete. Narrow stripes keep the stray electric field close to the surfaces, but cost many domain walls. Wide stripes save walls and let the field spread. I start with the field of one charged surface, then build the film and its surroundings around it.

SI units are used, because thicknesses in nm, polarizations in C/m² and wall energies in J/m² are natural here. All energies $F$ are per film area.

## Stage 1: one striped surface in a uniform medium

Let the polarization be $\pm P$ along the surface normal $z$, in stripes of width $w$ along $x$. Where polarization ends at an upper surface it leaves the charge density $\sigma=\pm P$. Put a wall at $x=0$, with $\sigma=+P$ for $0<x<w$ and $-P$ for $w<x<2w$. This function is odd with period $2w$, so

$$\sigma(x)=\sum_n b_n\sin k_nx,\qquad k_n=\frac{n\pi}{w}.$$

The two half-periods contribute equally to the coefficient:

$$b_n=\frac{2P}{w}\int_0^w\sin\frac{n\pi x}{w}\,dx=\frac{2P}{n\pi}\left[1-(-1)^n\right].$$

Thus $b_n=4P/(n\pi)$ for odd $n$ and zero for even $n$.

Let the medium have relative permittivity $\varepsilon$ on both sides. Away from the surface the potential obeys Laplace's equation, so each harmonic has the form $V_n\sin(k_nx)\,e^{-k_n|z|}$. The normal displacement jumps by the surface charge. Each side contributes $\varepsilon_0\varepsilon k_nV_n$, hence $2\varepsilon_0\varepsilon k_nV_n=b_n$.

The energy is half of charge times potential. The average of $\sin^2$ gives another half:

$$F_1=\frac14\sum_{n\,\rm odd}b_nV_n=\frac14\sum_{n\,\rm odd}\frac{16P^2}{n^2\pi^2}\,\frac{w}{2\varepsilon_0\varepsilon n\pi}=\frac{2P^2w}{\pi^3\varepsilon_0\varepsilon}\sum_{n\,\rm odd}\frac1{n^3}.$$

The sum over all $n$ is $\zeta(3)$ and the even terms make up $\zeta(3)/8$, so the odd terms give $7\zeta(3)/8$:

$$F_1=\frac{7\zeta(3)}{4\pi^3}\,\frac{P^2w}{\varepsilon_0\varepsilon}.$$

The energy is proportional to $w$ because the slowest harmonic decays over the depth $w/\pi$: the field strength is set by $P$, and the filled depth by $w$.

**Check.** The same energy can be found without Fourier series, by integrating the logarithmic interaction of line charges over the stripe pattern. For $\varepsilon=1$ the integral gives $0.06784431$ in units of $P^2w/\varepsilon_0$, equal to $7\zeta(3)/4\pi^3$ to the digits shown.

## Stage 2: a film with its own dielectric response

A real film also polarizes in the stray field. Let its background permittivity be $\varepsilon_c$ along $z$ and $\varepsilon_a$ in the plane. The spontaneous part stays fixed at $\pm P$, and the walls are thin, straight and perpendicular to the film. An insulator of permittivity $\varepsilon_e$ fills a gap $t$ between each film surface and a grounded metal plate. The gap is the same on both sides and is an ideal insulator, which neither leaks nor breaks down. The case without electrodes is $t\to\infty$. There is no free charge on the film surfaces.

**Which energy is to be minimized?** Let $\mathbf p$ be the induced polarization, $\chi$ the susceptibility tensor, and $\rho=-\nabla\cdot\mathbf P$ the charge of the spontaneous part. Field energy plus the cost of inducing $\mathbf p$ is

$$U=\int\left[\frac{\varepsilon_0E^2}{2}+\frac{\mathbf p\cdot\chi^{-1}\mathbf p}{2\varepsilon_0}\right]dV,\qquad \nabla\cdot(\varepsilon_0\mathbf E+\mathbf p)=\rho.$$

Vary $\mathbf p$ at fixed $\rho$, so that $\varepsilon_0\nabla\cdot\delta\mathbf E=-\nabla\cdot\delta\mathbf p$. With $\mathbf E=-\nabla\phi$ and $\phi=0$ on the metal, two integrations by parts give

$$\int\varepsilon_0\mathbf E\cdot\delta\mathbf E\,dV=\int\phi\,\varepsilon_0\nabla\cdot\delta\mathbf E\,dV=-\int\phi\,\nabla\cdot\delta\mathbf p\,dV=-\int\mathbf E\cdot\delta\mathbf p\,dV.$$

Therefore $\delta U=0$ requires $\mathbf p=\varepsilon_0\chi\mathbf E$. Inserting this,

$$U=\frac12\int\mathbf E\cdot(\varepsilon_0\mathbf E+\mathbf p)\,dV=\frac12\int\rho\,\phi\,dV.$$

The rule from stage 1 survives: $\rho$ is the spontaneous charge alone, and the dielectric response enters through $\phi$.

**Potential in the film.** Place the film at $|z|<d/2$. Its lower surface carries $-\sigma(x)$, so $\phi$ is odd in $z$. For a harmonic $Z(z)\sin kx$, the equation $\varepsilon_a\partial_x^2\phi+\varepsilon_c\partial_z^2\phi=0$ becomes

$$Z''=g^2k^2Z,\qquad g=\sqrt{\varepsilon_a/\varepsilon_c}.$$

With value $V$ at the upper surface, the odd solution is

$$Z=V\,\frac{\sinh(gkz)}{\sinh(gkd/2)}.$$

Above the film, at height $h=z-d/2$, the solution that vanishes on the metal is

$$Z=V\,\frac{\sinh[k(t-h)]}{\sinh(kt)}.$$

**Jump condition.** Just above the surface the displacement amplitude is $-\varepsilon_0\varepsilon_eZ'=\varepsilon_0\varepsilon_ekV\coth(kt)$. Just below it is $-\varepsilon_0\varepsilon_cgkV\coth(gkd/2)$. Define $\varepsilon_g=\varepsilon_cg=\sqrt{\varepsilon_a\varepsilon_c}$. Above minus below equals $b_n$:

$$\varepsilon_0k_nV_nB_n=b_n,\qquad B_n=\varepsilon_e\coth(k_nt)+\varepsilon_g\coth\frac{gk_nd}{2}.$$

**Energy.** On the lower surface both charge and potential change sign, so the two surfaces contribute equally. The total is $\frac12\sum b_nV_n$:

$$F_{\rm el}(w)=\frac{8P^2w}{\pi^3\varepsilon_0}\sum_{n\,\rm odd}\frac{1}{n^3B_n}.$$

**Check on a case with no small parameter.** For $d=2w$, $t=w/2$ and permittivities $\varepsilon_a=36$, $\varepsilon_c=25$, $\varepsilon_e=10$, a grid solution of Poisson's equation gives $0.006636$ and the series $0.006637$, in units of $P^2w/\varepsilon_0$.

**Limit of very wide stripes.** For small $y$, $\coth y\to1/y$. Since $2\varepsilon_g/g=2\varepsilon_c$,

$$B_n\to\frac{w}{n\pi}\left(\frac{\varepsilon_e}{t}+\frac{2\varepsilon_c}{d}\right).$$

With $\sum_{n\,\rm odd}n^{-2}=\pi^2/8$ the energy becomes

$$F_{\rm single}=\frac{P^2}{\varepsilon_0(\varepsilon_e/t+2\varepsilon_c/d)}.$$

A uniformly polarized film must give the same. Its surface potential $V$ satisfies $\varepsilon_0V(\varepsilon_e/t+2\varepsilon_c/d)=P$, and its two surfaces store $2\cdot\frac12PV$, which agrees. Without metal this is $P^2d/(2\varepsilon_0\varepsilon_c)$, the depolarization energy, proportional to the thickness. Because $\coth y>1/y$, every term of the series lies below its wide-stripe limit, so stripes of any finite width have less stray energy than the single domain. Whether they win depends on the walls.

## Stage 3: the thick film and the balance

Let $w\ll gd$ and $w\ll t$. Then both hyperbolic cotangents are close to 1 for every $n$, and

$$F_{\rm el}=Aw,\qquad A=\frac{7\zeta(3)P^2}{\pi^3\varepsilon_0(\varepsilon_e+\varepsilon_g)}.$$

For $\varepsilon_e=\varepsilon_g=\varepsilon$ this is $2F_1$: the film has become two independent surfaces.

There is one wall per width $w$, with area $d$ per unit length along the stripe. With wall energy $\gamma$ per wall area, the walls cost $\gamma d/w$ per film area. Hence

$$F=Aw+\frac{\gamma d}{w},\qquad \frac{dF}{dw}=A-\frac{\gamma d}{w^2}=0.$$

The solution is Kittel's law:

$$w_0=\sqrt{\ell d},\qquad \ell=\frac{\gamma}{A}=\frac{\pi^3\varepsilon_0(\varepsilon_e+\varepsilon_g)\gamma}{7\zeta(3)P^2}.$$

The second derivative $2\gamma d/w^3$ is positive, so this is a minimum. From $Aw_0^2=\gamma d$ follows $Aw_0=\gamma d/w_0$: stray and wall energy are equal there, and $F_0=2\sqrt{A\gamma d}$.

The square root comes from geometry: wall area grows with $d$, while the stray field stays near the surfaces and does not depend on $d$. The striped film's energy grows as $\sqrt d$, that of the isolated single domain as $d$, so in this model a thick isolated film has less energy with stripes than as a single domain.

**Numbers.** I take round model parameters, assigned to no material: $P=0.2$ C/m², $\gamma=0.1$ J/m² and the permittivities above. Then $\varepsilon_g=\sqrt{36\cdot25}=30$, $g=\sqrt{36/25}=1.2$, and $A=3.065\times10^7$ J/m³. The length is

$$\ell=\frac{0.1}{3.065\times10^7}\ {\rm m}=3.263\ {\rm nm}.$$

For $d=100$ nm without metal, $w_0=\sqrt{3.263\cdot100}=18.06$ nm, or 341 bohr. The wall energy is $0.1\cdot100/18.06=0.554$ J/m², the stray energy is the same, and the total is 1.107 J/m². With $P$ held fixed, the single domain would cost 9.04 J/m², about eight times as much. This value is only a reference within the model: the field $P/(\varepsilon_0\varepsilon_c)$ induces a polarization that cancels the fraction $1-1/\varepsilon_c$ of $P$, here 96%, so it does not describe a real polarized film. The striped film has a milder form of this weakness near its surfaces. With both hyperbolic cotangents equal to 1, the displacement just below the surface is the fraction $\varepsilon_g/(\varepsilon_e+\varepsilon_g)=0.75$ of $P$ for every harmonic, so the induced polarization there cancels $0.75\cdot0.96=72\%$ of $P$. A fixed $P$ with a linear response is therefore a rough approximation in the surface layers, and the energies are those of the model.

Minimizing the full series instead of $Aw$ gives the same width to the printed digits. Between 100 and 1600 nm the minimized widths follow a power of $d$ with fitted exponent 0.500000. This exponent belongs to straight, perpendicular walls. In thick films, wedge-shaped reverse domains at the surfaces (branching) can lower the stray energy at a wall cost that does not grow with $d$, and the stripes then become wider than the law. If slanted walls cost about the same $\gamma$, this can set in at a few hundred nm for the present parameters. Branching is not contained in the model, so the law has an upper limit in thickness even without metal.

**Back to the cell.** For a trial width $w=\lambda w_0$, the equality of the two terms gives

$$\frac{F}{F_0}=\frac12\left(\lambda+\frac1\lambda\right).$$

This is unchanged by $\lambda\to1/\lambda$. A cell therefore switches from $m$ to $m+1$ periods when the two imposed widths satisfy $w_mw_{m+1}=w_0^2$, that is, at $L=2w_0\sqrt{m(m+1)}$. Just before the switch $\lambda=\sqrt{(m+1)/m}$. With one period this is $\sqrt2$: the stripes are 41% too wide, although the energy is only 6% above $F_0$. With four periods the width is 12% too large. Energy is thus a poor indicator of a badly chosen cell. These numbers assume stripes parallel to a cell edge. If the cell is periodic in both lateral directions and the wall energy does not depend on the wall's direction, oblique stripes may fit better: in a square cell of side $2\sqrt2\,w_0$, diagonal stripes have exactly the width $w_0$. For the 100 nm film a one-period cell should be about 36 nm long, and for a 400 nm film twice that, provided the walls stay straight and do not branch near the surfaces.

## Stage 4: may the stripes be unequal?

Equal widths were assumed. Keep the period $2w$, so that the wall energy is unchanged, but make the up-stripe $w(1+\delta)$ wide and the down-stripe $w(1-\delta)$. Take $t\to\infty$ and a thick film.

With $x=0$ at the centre of an up-stripe, the pattern is a cosine series. Its coefficients follow from integrating $2P$ over the up-stripe; the constant $-P$ drops out for $n\ge1$:

$$b_n=\frac{2P}{w}\int_{-w(1+\delta)/2}^{w(1+\delta)/2}\cos\frac{n\pi x}{w}\,dx=\frac{4P}{n\pi}\sin\frac{n\pi(1+\delta)}{2}.$$

Even harmonics now appear. In the energy, $\sum_{n\,\rm odd}n^{-3}$ is replaced by

$$S(\delta)=\sum_{n\ge1}\frac{1}{n^3}\sin^2\frac{n\pi(1+\delta)}2=\sum_{n\ge1}\frac{1-(-1)^n\cos n\pi\delta}{2n^3}.$$

Differentiating twice,

$$S''(\delta)=\frac{\pi^2}{2}\sum_{n\ge1}\frac{(-1)^n\cos n\pi\delta}{n}=-\frac{\pi^2}{2}\ln\left(2\cos\frac{\pi\delta}{2}\right),$$

where the sum is minus the real part of $\ln(1+e^{i\pi\delta})$. Since $S'(0)=0$, small $\delta$ gives $S(\delta)=S(0)-\frac{\pi^2\ln2}{4}\delta^2$. Multiplying by $8P^2w/[\pi^3\varepsilon_0(\varepsilon_e+\varepsilon_g)]$, the harmonics gain

$$\frac{2\ln2}{\pi}\,\frac{P^2w\,\delta^2}{\varepsilon_0(\varepsilon_e+\varepsilon_g)}.$$

So the harmonics by themselves favour unequal stripes. Against them stands the mean surface charge $P\delta$, whose depolarizing field fills the whole film and costs $P^2\delta^2d/(2\varepsilon_0\varepsilon_c)$. The two parts add without cross terms, because a constant is orthogonal to every harmonic. Equal widths are stable against this distortion if

$$\frac dw>\frac{4\ln2}{\pi}\,\frac{\varepsilon_c}{\varepsilon_e+\varepsilon_g}.$$

The right side is 0.55 here, and the example has $d/w=5.54$. The threshold itself lies outside the thick-film regime in which it was derived, so it should not be read as a prediction for thin films. It does show that the 100 nm film is safe, by a factor of ten, and since $d/w_0=\sqrt{d/\ell}$ the margin grows with thickness. The harmonic gain was also tested with the line-charge integral: at $\delta=0.02$ the ratio of integral to formula is 0.9999.

## Stage 5: how thick is thick?

Keep $t\to\infty$ and retain the first trace of the opposite surface. For large $y$, $\coth y\approx1+2e^{-2y}$. The $n=1$ term dominates, with $2y=a/w$ and $a=\pi gd$. To first order

$$\frac1{B_1}\approx\frac{1}{\varepsilon_e+\varepsilon_g}\left(1-\frac{2\varepsilon_g}{\varepsilon_e+\varepsilon_g}e^{-a/w}\right).$$

Dividing the change of the energy by $Aw$ gives

$$F_{\rm el}\approx Aw\left(1-c\,e^{-a/w}\right),\qquad c=\frac{16\,\varepsilon_g}{7\zeta(3)(\varepsilon_e+\varepsilon_g)}.$$

The sign is negative because each stripe has opposite charges on its two ends, and their attraction lowers the energy. The derivative of $we^{-a/w}$ is $(1+a/w)e^{-a/w}$, so the minimum obeys

$$A\left[1-c\left(1+\frac aw\right)e^{-a/w}\right]=\frac{\gamma d}{w^2}.$$

Solving for $w$ to first order in the exponential,

$$\frac{w-w_0}{w_0}\approx\frac c2\left(1+\frac a{w_0}\right)e^{-a/w_0}.$$

The stripes become wider than the law, by an amount exponentially small in $gd/w_0=g\sqrt{d/\ell}$. At $d=20$ nm the formula gives a relative shift of $6.51\times10^{-4}$, and the full minimum $6.56\times10^{-4}$.

Without metal, the full minimum compares with the law as follows.

| $d$ (nm) | law (nm) | full (nm) | ratio |
|---|---|---|---|
| 3 | 3.13 | 3.60 | 1.152 |
| 10 | 5.71 | 5.76 | 1.008 |
| 30 | 9.89 | 9.89 | 1.000 |

At 10 nm, $gd/w_0=1.2\cdot10/5.71=2.1$, and the law is still good to 1%. At 3 nm this ratio is 1.15 and the law is 13% below the full minimum. These errors are relative to the present model. In a film of a few nm the wall thickness and changes of the spontaneous part $P$ near the surfaces, both left out here, may matter more.

## Stage 6: metal nearby

The law also needs the metal to be far enough away. The small quantity is $e^{-2\pi t/w_0}$, so $w_0\ll t$ is sufficient but stronger than necessary. The expansion of stage 5 applies to the other hyperbolic cotangent, with $\varepsilon_g$ replaced by $\varepsilon_e$ in the numerator of $c$ and $a$ replaced by $2\pi t$. For the 100 nm film with $t=20$ nm, $c=0.475$ and $2\pi t/w_0=6.96$, so the relative shift is

$$\tfrac12\cdot0.475\cdot7.96\cdot e^{-6.96}\approx0.0018.$$

The full minimum has $w/w_0=1.0018$. At $t=5$ nm first order no longer suffices: the full minimum lies at 22.4 nm, 24% above the law. Stripes still win there, with 1.04 J/m² against 1.81 J/m² for the single domain.

At $t=0.5$ nm the order is reversed. The single domain costs 0.2204 J/m², and every equal-width pattern scanned between 1 and 20000 nm costs more, the lowest 0.2208 J/m². The small difference is not a barrier, since the stripe energy tends to the single-domain value as $w\to\infty$.

The same loss of stripes occurs at fixed $t$ when the film is made thicker. The single-domain energy stays below $P^2t/(\varepsilon_0\varepsilon_e)$ for any $d$. Stripes can compete only if their walls cost less than this, which requires

$$w>\frac{\gamma\varepsilon_0\varepsilon_e}{P^2t}\,d.$$

The width must then grow at least in proportion to $d$, and eventually $w\gg t$. How much stray energy do such wide stripes save? For harmonics with $1/d\ll k\ll1/t$ and $kt\ll\varepsilon_e/\varepsilon_g$, $B\approx\varepsilon_e/(kt)+\varepsilon_g$, so

$$\frac1B\approx\frac{kt}{\varepsilon_e}-\frac{\varepsilon_gk^2t^2}{\varepsilon_e^2}.$$

The first term belongs to the single domain. With $k=n\pi/w$, the second gives the saving

$$\Delta F\approx\frac{8P^2\varepsilon_gt^2}{\pi\varepsilon_0\varepsilon_e^2\,w}\sum_{n\,\rm odd}\frac1n.$$

The sum is cut off at both ends of the stated range of $k$, so in this leading estimate it grows no faster than the logarithm of $d/t$. The wall cost $\gamma d/w$ has the same dependence on $w$ but grows linearly with $d$, and in the end it wins.

With electrodes the square-root law therefore holds in a window of thickness. Inserting $w_0=\sqrt{\ell d}$ into the two conditions gives

$$\frac{\ell}{g^2}\ll d\ll\frac{t^2}{\ell}.$$

Its upper edge is conservative, because the error falls exponentially: for $t=20$ nm, $t^2/\ell=123$ nm, yet the law holds to 0.2% at $d=100$ nm. The window is open only if $gt$ exceeds $\ell$ by a factor of a few. With $\ell=3.3$ nm, an interlayer of 0.5 nm leaves no window at all. In that case the simulation cell should not be sized by Kittel's law. Comparing the full $F_{\rm el}(w)+\gamma d/w$ with $F_{\rm single}$ then shows whether equal stripes or the single domain is lower; unequal stripes near metal are not examined here.

The single-domain values near metal also rest on the ideal insulator. Since $F_{\rm single}=PV$, the 100 nm film with $t=0.5$ nm has $V=0.2204/0.2=1.10$ V across each gap, a field of 22 MV/cm. At $t=5$ nm the field is 18 MV/cm. Such fields exceed the breakdown field of common oxide insulators, so these numbers illustrate the model and do not describe a real gate stack. The striped film needs a good insulator too: for the 100 nm film without metal, the normal field just outside the surface is $P/[\varepsilon_0(\varepsilon_e+\varepsilon_g)]$, or 5.6 MV/cm, which is comparable with the breakdown field of many oxides. Close to the domain walls the in-plane field is larger still: at a wall its harmonics $k_nV_n$ fall only as $1/n$ and add with equal sign, so for walls of zero thickness it grows logarithmically towards the surface.

Free charge that compensates part of the surface charge would also weaken the stray field, and pinned walls can hold a film away from its energy minimum. Neither is contained in the model. The remaining values are in the numerical output below.

## Table of computed values

```
polarization P = 0.20 C/m^2
wall energy gamma = 0.10 J/m^2
eps_a, eps_c, eps_e = 36, 25, 10
eps_g = 30.0, g = 1.20
zeta(3) = 1.202057
7 zeta(3)/pi^3 = 0.271377
stray coefficient A = 3.0650e+07 J/m^3
length ell = 3.2627 nm
film thickness d = 100 nm
law: w = 18.063 nm = 341.3 bohr
full minimum: w = 18.063 nm
g d / w = 6.643
stray energy at minimum = 0.5536 J/m^2
wall energy at minimum = 0.5536 J/m^2
total energy at minimum = 1.1072 J/m^2
single domain, no metal = 9.0353 J/m^2
fitted exponent, 100 to 1600 nm = 0.500000
equal widths stable for d/w > 0.5516
d/w in the example = 5.536
thickness (nm), law w (nm), full w (nm), full/law:
      3     3.129     3.604   1.15205
     10     5.712     5.756   1.00779
     30     9.893     9.894   1.00010
    100    18.063    18.063   1.00000
    300    31.286    31.286   1.00000
   1000    57.120    57.120   1.00000
relative shift at 20 nm, full energy = 6.555e-04
relative shift at 20 nm, formula = 6.513e-04
metal near the 100 nm film:
  t = 20 nm: w = 18.096 nm, w/law = 1.0018
    stripes 1.1070, single 4.5176 J/m^2
  t = 5 nm: w = 22.356 nm, w/law = 1.2377
    stripes 1.0413, single 1.8071 J/m^2
  t = 0.5 nm: single domain 0.2204 J/m^2
    lowest stripe energy, w = 1 to 20000 nm: 0.2208 J/m^2
Poisson test, grid energy = 0.006636 (P^2 w/eps0)
Poisson test, series energy = 0.006637 (P^2 w/eps0)
line-charge integral = 0.06784431 (P^2 w/eps0)
7 zeta(3)/(4 pi^3) = 0.06784431 (P^2 w/eps0)
unequal widths, delta = 0.02: gain/formula = 0.99988
```
